# Why the midgap voltage separates oxide charge from dangling-bond interface charge

**Question.** Radiation or electrical stress leaves two kinds of charge in a metal-oxide-silicon capacitor: charge fixed in the oxide, and charge on silicon dangling bonds at the interface. Both shift the curve of capacitance against gate voltage. Why does the shift read at one point, where the surface Fermi level is at midgap, give the oxide charge nearly free of the interface charge, and how good is the separation?

**Answer.**

### The mechanism: one centre, two levels, three charge states

A silicon atom at the interface with three bonds to its neighbours has one valence electron left over, in an orbital that points at no partner. With that one electron the centre is neutral. If the electron is removed the centre has charge $+q$, and if a second is added it has charge $-q$, where $q>0$ is the elementary charge.

Let $E_1$ be the energy of the first electron in the orbital and $E_2=E_1+U$ that of the second. Here $U>0$ is the repulsion between the two electrons, less whatever energy the lattice recovers by relaxing. The first level is donor-like: neutral when filled, positive when empty. The second is acceptor-like: neutral when empty, negative when filled. In silicon $E_1$ lies in the lower half of the gap and $E_2$ in the upper half. This is taken here as an input; a centre with both levels well inside the same half of the gap would be charged at midgap. A Fermi level at midgap then lies above the first level and below the second, so the centre holds one electron and is neutral.

The levels do not vanish at midgap; their charge does. Fixed oxide charge, by contrast, is the same at every gate voltage.

### From charge to gate voltage

Let $x$ run from the gate ($x=0$) to the silicon ($x=t_{ox}$), and let $\rho(x)$ be the charge density in the oxide. $Q_{it}$ and $Q_s$ are the charges per area on the interface centres and in the silicon. The field vanishes deep in the silicon, so Gauss's law gives the displacement just inside the silicon as $-Q_s$. Crossing the interface sheet towards the gate subtracts $Q_{it}$, and going on to position $x$ subtracts the oxide charge passed on the way:

$$\varepsilon_{ox}\mathcal E(x)=-Q_s-Q_{it}-\int_x^{t_{ox}}\rho(x')\,dx'.$$

The voltage across the oxide is $\int_0^{t_{ox}}\mathcal E\,dx$. In the double integral a charge at $x'$ is counted for every $x<x'$, which gives it the weight $x'$. With $C_{ox}=\varepsilon_{ox}/t_{ox}$ and the surface band bending $\psi_s$ added,

$$V_G=\psi_s-\frac{Q_s(\psi_s)+Q_{it}(\psi_s)}{C_{ox}}-\frac{1}{C_{ox}}\int_0^{t_{ox}}\frac{x}{t_{ox}}\,\rho(x)\,dx .$$

$V_G$ is measured from the flat-band voltage of the undamaged device, and positive $\psi_s$ bends the bands down.

Now compare the device before and after damage at the same $\psi_s$. Doping, temperature and gate work function are held fixed, and the damage is taken as uniform over the area. Then $\psi_s$ and $Q_s(\psi_s)$ are the same on both curves and cancel. On a measured curve, points of equal $\psi_s$ are found from the capacitance. If the test signal is too fast for both the interface levels and the minority carriers to follow, the capacitance is $C_{ox}$ in series with that of the silicon, which at a given temperature depends only on $\psi_s$ and the doping. From flat band to threshold it falls steadily as the bands bend, so equal capacitance means equal $\psi_s$, and the value at midgap can be calculated from the doping. Beyond threshold the curve flattens and the reading loses precision. Near flat band the condition on the signal is hard to meet, because holes are plentiful and the lower levels respond quickly. For the device below, with a capture cross-section of $10^{-15}$ cm$^2$, they raise the capacitance at 1 MHz by 17% at flat band but by only 0.01% at midgap. Let the damage add $N_{ot}$ positive oxide charges per area with mean position $\bar x$, and $N_{it}$ centres per area with mean charge $q\,c(\mu)$, where $\mu$ is the Fermi level above the valence edge at the surface. With $w=\bar x/t_{ox}$,

$$\Delta V(\psi_s)=-\frac{q}{C_{ox}}\left[wN_{ot}+N_{it}\,c(\mu)\right].$$

The first term is a rigid shift. The second changes along the curve and drops out where $c=0$.

### How neutral is a centre?

The orbital can be empty, hold one electron of either spin, or hold two. The statistical weights of these states are

$$1,\qquad 2e^{(\mu-E_1)/kT},\qquad e^{(2\mu-E_1-E_2)/kT}.$$

Their charges are $+q$, $0$ and $-q$, so

$$c=\frac{1-e^{(2\mu-E_1-E_2)/kT}}{1+2e^{(\mu-E_1)/kT}+e^{(2\mu-E_1-E_2)/kT}} .$$

Introduce the midpoint $m=(E_1+E_2)/2$ and $y=(\mu-m)/kT$. Since $E_1=m-U/2$, the second weight is $2e^{y+U/2kT}$ and the third is $e^{2y}$. Multiplying numerator and denominator by $e^{-y}$ gives

$$c=\frac{e^{-y}-e^{y}}{e^{-y}+e^{y}+2e^{U/2kT}}=-\frac{\sinh y}{\cosh y+e^{U/2kT}} .$$

The charge is zero at $\mu=m$. Around that point the large constant $e^{U/2kT}$ holds it down. It reaches half an elementary charge when $\cosh y\approx|\sinh y|\approx e^{|y|}/2$ equals $e^{U/2kT}$, that is, at $|\mu-m|=U/2+kT\ln2$. The two half-charge points are therefore $U+2kT\ln 2$ apart, with a plateau between them. The part of it where $|c|<0.01$ is narrower by about $2kT\ln 99$: 0.35 eV for $U=0.55$ eV at 300 K, and only 0.15 eV for the average over the spread of levels used below. This is why the method tolerates a midpoint that is not quite at midgap. If $U$ were only a few $kT$, there would be a zero crossing but no plateau.

For $U\gg kT$ the two levels can be treated separately. Near the lower edge of the plateau the doubly occupied state has negligible weight, and the probability of being positive is $1/[1+2e^{(\mu-E_1)/kT}]$. This is one minus a Fermi function $f$ centred at $E_1-kT\ln2$. Near the upper edge the empty state is negligible, and the weight of the neutral state divided by that of the negative state is $2e^{(E_2-\mu)/kT}$. The probability of being negative is therefore $1/[1+2e^{(E_2-\mu)/kT}]$, a Fermi function centred at $E_2+kT\ln2$. For many centres with densities $D_d$ and $D_a$ of these shifted levels,

$$Q_{it}=q\left[\int D_d(E)\,(1-f)\,dE-\int D_a(E)\,f\,dE\right].$$

### What "both neutral" means at finite temperature

At zero temperature, donor-like levels below $\mu$ and acceptor-like levels above it are strictly neutral. At finite temperature a level close to $\mu$ is partly charged. Suppose the densities extend up to midgap and vary little over $kT$. A donor-like level at depth $\epsilon$ below midgap is empty with probability $1/(e^{\epsilon/kT}+1)$, so with $u=\epsilon/kT$ the positive density is

$$D_d\,kT\int_0^\infty\frac{du}{e^u+1}=D_d\,kT\Big[-\ln(1+e^{-u})\Big]_0^\infty=D_d\,kT\ln2 .$$

The acceptor-like levels give $D_a\,kT\ln2$ of negative density in the same way. Neither population is neutral, but the sum, $q\,kT\ln2\,(D_d-D_a)$ to leading order, vanishes when the densities match at midgap. For $10^{11}$ cm$^{-2}$eV$^{-1}$ on each side at 300 K, each part is $1.8\times10^{9}$ cm$^{-2}$.

### The numbers

Take a p-type device at 300 K, $kT=0.02585$ eV, with doping $10^{16}$ cm$^{-3}$, a gap of 1.12 eV and a 30 nm oxide. Then $C_{ox}=115.1$ nF/cm$^2$, or $C_{ox}/q=7.184\times10^{11}$ cm$^{-2}$ per volt. The damage is $N_{ot}=10^{12}$ cm$^{-2}$, spread evenly from 3 to 6 nm from the silicon, and $N_{it}=5\times10^{11}$ cm$^{-2}$. The mean distance of the oxide charge from the silicon is 4.5 nm, so $w=(30-4.5)/30=0.85$ and $wN_{ot}=8.5\times10^{11}$ cm$^{-2}$. The centres have $E_1=0.30$ eV and $E_2=0.85$ eV on average. Their midpoints have a Gaussian spread of 0.08 eV, at fixed $U=0.55$ eV.

With $n_i=9.58\times10^{9}$ cm$^{-3}$ the bulk Fermi level lies below the intrinsic level $E_i$ by $q\phi_B$, where

$$\phi_B=\frac{kT}{q}\ln\frac{10^{16}}{9.58\times10^{9}}=0.358\ \text{V}.$$

The surface Fermi level is $\mu=E_i-q\phi_B+q\psi_s$. "Midgap" is taken as $\psi_s=\phi_B$, which puts $\mu$ at $E_i=0.555$ eV, 5 meV below the true middle of the gap. Threshold is defined by $\psi_s=2\phi_B$.

Poisson's equation was solved self-consistently through oxide and silicon, and the gate voltage adjusted until $\psi_s$ had the required value. The last column below is the oxide density one would infer by ignoring the interface, $-C_{ox}\Delta V/q$.

| Point | $\mu$ (eV) | $c$ | $\Delta V$ (V) | Inferred density (cm$^{-2}$) |
|---|---|---|---|---|
| Flat band | 0.196 | +0.823 | −1.756 | $1.262\times10^{12}$ |
| Midgap | 0.555 | +0.0014 | −1.184 | $8.507\times10^{11}$ |
| Threshold | 0.913 | −0.688 | −0.704 | $5.06\times10^{11}$ |

These shifts agree with the formula for $\Delta V(\psi_s)$ to within $10^{-6}$ V. At midgap, for instance,

$$\Delta V=-\frac{8.5\times10^{11}+0.0014\times5\times10^{11}}{7.184\times10^{11}}\ \text{V}=-1.184\ \text{V}.$$

The inferred density is 0.1% above the true projected value. At flat band it is 48% too high, because most centres have lost their electron. At threshold it is 40% too low, because most have gained a second. With the oxide charge removed and the centres kept, the midgap shift is −1 mV and the threshold shift +0.479 V.

The small midgap remainder comes from an offset, magnified by the spread of the levels. The intrinsic level $E_i$ lies 0.020 eV below the mean midpoint, which makes the net charge positive. A single centre with the mean levels would have $c=2.1\times10^{-5}$. A symmetric spread alone would give no net charge, but it magnifies the effect of the offset. On the plateau $c\approx-e^{-U/2kT}\sinh y$, and averaging $\sinh y$ over a Gaussian of standard deviation $s=0.08/0.02585=3.1$ multiplies it by $e^{s^2/2}\approx120$. That predicts $c\approx0.0025$. The full average is 0.0014, lower because the approximate form ignores that no centre can carry more than one charge. For the individual centres to be neutral, the spread must be well below $U/2$. With a wider spread many centres are charged, and the net charge stays small only as far as the positive and negative ones cancel.

### What the rest of the curve tells

Subtracting the midgap shift from the threshold shift removes the oxide charge:

$$\frac{C_{ox}}{q}(\Delta V_T-\Delta V_{mg})=N_{it}\left[c(\mu_{mg})-c(\mu_T)\right].$$

Here the difference is 0.480 V, or $3.45\times10^{11}$ cm$^{-2}$. This is the number of electrons added to interface levels between the two points. It is 69% of the number of centres, since part of the upper levels is still empty at threshold.

These are equilibrium values. A p-type capacitor has no contact that supplies electrons, so its upper levels must wait for thermal generation. With a capture cross-section of $10^{-15}$ cm$^2$, a level at 0.85 eV takes of order $10^3$ s to fill by emitting a hole to the valence band. Electrons generated in the depletion layer and captured by the upper levels are a second supply. With the band bending held at threshold for 5 s in the dark, the difference reaches only about 0.1 V if the generation lifetime of the silicon is 10 µs or longer, about 0.3 V at 1 µs, and nearly the full 0.480 V at 0.1 µs. In a transistor the source supplies the electrons.

The midgap shift gives $wN_{ot}$; finding $N_{ot}$ requires knowing where the charge sits.

### Where the argument rests on the type of level

Suppose both levels were acceptor-like, with the same energies. The electron occupation would be unchanged, but every centre would carry one more negative charge, so $c$ would be replaced by $c-1$. The midgap shift becomes −0.488 V and the inferred oxide density $3.51\times10^{11}$ cm$^{-2}$, too low by $N_{it}$. The difference $\Delta V_T-\Delta V_{mg}$ stays at 0.480 V, because the added constant cancels.

Voltage shifts alone therefore cannot show that the midgap reading is free of interface charge. In the acceptor-like case, adding $N_{it}$ to the projected oxide density would restore the original shifts at every point. The zero of charge comes from knowing that the defect is a dangling bond, neutral with one electron.

### Beside real devices

The parameters are rough typical values for a heavily damaged silicon capacitor with a thermal oxide; the gate oxides of modern logic transistors are far thinner than 30 nm. Several departures matter little here. Reading both curves 50 meV below or above $E_i$ leaves an interface part of −6 or +2 mV in the shift. This is small because the chosen spread leaves few levels near midgap, about $4\times10^{10}$ cm$^{-2}$eV$^{-1}$. With a spread of 0.15 eV the interface part is −13 mV at $E_i$ (1% of the oxide part) and −47 or +19 mV at the displaced points. A flat continuum of $10^{12}$ cm$^{-2}$eV$^{-1}$, neutral at $E_i$, would give −70 or +70 mV. The remaining estimates are for the 0.08 eV spread. At 400 K, with gap and levels held fixed, it is −2 mV. The oxide field averaged over the thickness stays below 0.6 MV/cm (the output line labelled "gate-side" gives this average), and the field at the gate itself stays below 0.7 MV/cm, against a breakdown field of roughly 10 MV/cm. At threshold the conduction edge is still $8\,kT$ above $\mu$, so non-degenerate statistics serve. Traps near midgap respond within about 9 ms (the time for one capture process alone; emission shortens it) for an assumed capture cross-section of $10^{-15}$ cm$^2$, fast enough for the midgap reading in a 10 s sweep. Confinement of the electrons matters more: if it raised the surface potential at threshold by its full 23 meV, the interface part there would grow by 0.057 V, or 12% of 0.480 V.

The separation also assumes that the oxide charge is fixed, and this can fail. A trap at depth $d$ exchanges electrons with the silicon by tunnelling, in a time of about $\tau_0e^{2\kappa d}$ with $\kappa=\sqrt{2m^*\Phi}/\hbar$. For a barrier $\Phi=3.1$ eV, a mass $m^*$ of 0.42 electron masses and $\tau_0=10^{-13}$ s, all rough, a 10 s sweep reaches 2.8 nm. The charge in this example begins at 3 nm, which is reached after about 170 s with these values. The time is very sensitive to the barrier: at 3.66 eV, as for an electron starting from midgap, it is about an hour. A slow measurement may therefore disturb this charge. Traps closer to the silicon can change charge during the sweep and be counted as interface levels. Each $10^{11}$ cm$^{-2}$ of them, placed at the interface and gaining one electron between midgap and threshold, adds 0.139 V to the difference, 29% of the value found here. If the centres that follow the Fermi level are neutral at midgap, the method separates their charge from charge that stays fixed. It identifies the fixed part with the oxide and the other part with the interface only when the oxide traps are too deep or too slow to follow.

The full set of computed values is in the numerical output below.

## Table of computed values

```
temperature 300 K, kT = 0.02585 eV, gap 1.12 eV
band densities Nc, Nv = 3.0e+19, 2.0e+19 cm^-3
doping 1.0e+16 cm^-3, intrinsic 9.58e+09 cm^-3
oxide 30 nm, C_ox = 115.10 nF/cm2
bulk potential phi_B = 0.3583 V
intrinsic level E_i = 0.5548 eV, true midgap 0.5600 eV
levels E1, E2 = 0.30, 0.85 eV, U = 0.55 eV
level spread 0.08 eV, midpoint 0.575 eV
oxide charge 1.00e+12 cm^-2, centres 5.00e+11 cm^-2
oxide charge lies 3 to 6 nm from silicon
projection weight w = 0.850
projected oxide density = 8.500e+11 cm^-2
one sharp centre at E_i: charge 2.08e-05 q
flat band: mu = 0.1965 eV, psi = 0.0000 V
  fraction positive 0.82347, negative 0.00000
  net charge per centre +0.82347 q
  V_G fresh +0.0000 V, damaged -1.7563 V
  shift -1.7563 V
  apparent oxide density 1.262e+12 cm^-2
midgap: mu = 0.5548 eV, psi = 0.3583 V
  fraction positive 0.00192, negative 0.00050
  net charge per centre +0.00141 q
  V_G fresh +0.6469 V, damaged -0.5373 V
  shift -1.1841 V
  apparent oxide density 8.507e+11 cm^-2
threshold: mu = 0.9130 eV, psi = 0.7165 V
  fraction positive 0.00000, negative 0.68799
  net charge per centre -0.68799 q
  V_G fresh +1.1402 V, damaged +0.4359 V
  shift -0.7043 V
  apparent oxide density 5.060e+11 cm^-2
threshold minus midgap shift = +0.4798 V
electrons added to interface levels = 3.447e+11 cm^-2
sharp-step filling of upper levels = 0.785
centres alone: midgap shift -0.98 mV
centres alone: threshold shift +0.4788 V
all-acceptor case: midgap shift -0.4882 V
  apparent oxide density 3.507e+11 cm^-2
  threshold minus midgap +0.4798 V
flat level density 1.0e+11 cm^-2/eV: each half charged
  at midgap by 1.792e+09 cm^-2
midgap misplaced by -50, +50 meV: interface part
  -5.91, +1.55 mV
interface part of midgap shift at 400 K: -1.88 mV
tunnelling: barrier 3.1 eV, mass 0.42 m_e
  attempt time 1e-13 s, sweep 10 s
  exchange depth in sweep 2.76 nm
  time to reach 3 nm: 171 s
shift per 1e11 cm^-2 switching border traps 0.139 V
midgap trap response 8.9 ms at 1e-15 cm2
largest gate-side oxide field 0.59 MV/cm
threshold: conduction edge above mu by 8.0 kT
confinement energy 22.7 meV (mass 0.92 m_e)
  threshold raised by that: interface part +0.057 V
```
